# Linear Spin-Orbit Hamiltonian of a Zone-Centre Kramers Pair in mm2 Hafnia

## Result and conventions

Polar orthorhombic hafnia has space group $Pca2_1$ and point group mm2. Let $z$ be the polar axis, and let $x$ and $y$ be normal to the two mirror (here glide) planes. The crystal is non-magnetic, no magnetic field acts, and one Kramers pair at $\Gamma$ is separated in energy from all others. In a basis fixed by the mirrors, the complete part of its Hamiltonian linear in the wavevector is

$$H_1(\mathbf k)=\alpha k_x\sigma_y+\beta k_y\sigma_x ,$$

with two real coefficients that symmetry leaves free. The pair splits by

$$\Delta E=2\sqrt{\alpha^2k_x^2+\beta^2k_y^2}.$$

The $\sigma_j$ are Pauli matrices acting on the two states of the pair. They describe a pseudospin, whose relation to the electron spin is derived below. The count of two refers to one pair and to first order in $\mathbf k$.

## The linear term before symmetry is used

The one-electron Hamiltonian with spin-orbit coupling is

$$H=\frac{p^2}{2m}+V+\frac{\hbar}{4m^2c^2}\,\boldsymbol\sigma^{\rm s}\cdot(\nabla V\times\mathbf p),$$

where $\boldsymbol\sigma^{\rm s}$ acts on the true spin. For the periodic part of a Bloch function, $\mathbf p$ becomes $\mathbf p+\hbar\mathbf k$. Since $\boldsymbol\sigma^{\rm s}\cdot(\nabla V\times\mathbf k)=\mathbf k\cdot(\boldsymbol\sigma^{\rm s}\times\nabla V)$, the terms linear in $\mathbf k$ are $\sum_i k_i\pi_i$, with

$$\boldsymbol\pi=\frac{\hbar}{m}\left(\mathbf p+\frac{\hbar}{4mc^2}\,\boldsymbol\sigma^{\rm s}\times\nabla V\right).$$

Degenerate perturbation theory projects this operator on the pair. Coupling through other bands needs two factors of $\mathbf k$, so it does not alter the linear term. Let $\Pi_i$ be the $2\times2$ matrix of $\pi_i$ in the pair. Being Hermitian, it has the expansion

$$H_1=\sum_i k_i\Pi_i=\sum_i c_ik_i+\sum_{ij}A_{ij}k_i\sigma_j,\qquad A_{ij}=\tfrac12{\rm Tr}(\Pi_i\sigma_j).$$

There are three real $c_i$ and nine real $A_{ij}$, twelve candidates in all.

## The glides act as mirrors at $\Gamma$

With cell edges $a$ and $c$ along $x$ and $z$, the two glides are

$$M_x:(x,y,z)\to(-x+\tfrac a2,\;y,\;z+\tfrac c2),\qquad M_y:(x,y,z)\to(x+\tfrac a2,\;-y,\;z).$$

Applying $M_x$ twice gives a translation by $c$ along $z$; applying $M_y$ twice gives one by $a$ along $x$. The two orders of multiplication give

$$M_xM_y:(x,y,z)\to(-x,\,-y,\,z+\tfrac c2),\qquad M_yM_x:(x,y,z)\to(-x+a,\,-y,\,z+\tfrac c2),$$

which differ by the lattice translation $a$. At $\Gamma$ every lattice translation has phase 1, so the fractional shifts leave no trace in these products.

Spin does leave one. A mirror is inversion times a rotation by $\pi$ about its normal. Inversion does not act on spin, so the spin factors are $e^{-i\pi\sigma^{\rm s}_x/2}=-i\sigma^{\rm s}_x$ and $-i\sigma^{\rm s}_y$. Each squares to $-1$, and they anticommute. The matrices $D$ of the glides in the pair therefore obey

$$D(M_x)^2=D(M_y)^2=-1,\qquad D(M_x)D(M_y)=-D(M_y)D(M_x).$$

## A basis common to all pairs

Take a state $\psi$ of the pair and its time-reversed partner $T\psi$ as basis. Since $T^2=-1$, time reversal has the form $T=-i\sigma_yK$, where $K$ is complex conjugation. It reverses all three Pauli matrices: $T\sigma_jT^{-1}=-\sigma_j$.

Write a mirror matrix as $D=d_0+\mathbf d\cdot\boldsymbol\sigma$ with complex numbers $d_0,\mathbf d$. Then $TDT^{-1}=d_0^*-\mathbf d^*\cdot\boldsymbol\sigma$. Spatial operations commute with $T$, so $d_0$ is real and $\mathbf d$ is imaginary. Setting $\mathbf d=-i\mathbf n$ with $\mathbf n$ real,

$$D^2=d_0^2-|\mathbf n|^2-2id_0\,\mathbf n\cdot\boldsymbol\sigma=-1 .$$

The last term requires $d_0=0$ or $\mathbf n=0$. The second choice would give $d_0^2=-1$, impossible for real $d_0$. Hence $d_0=0$, $|\mathbf n|=1$, and

$$D(M_x)=-i\,\mathbf n_x\cdot\boldsymbol\sigma,\qquad D(M_y)=-i\,\mathbf n_y\cdot\boldsymbol\sigma .$$

The anticommutator of the two is $-2\,\mathbf n_x\cdot\mathbf n_y$, so the unit vectors are perpendicular. An SU(2) change of basis rotates them to the $x$ and $y$ axes. Such a matrix has the form $u_0-i\mathbf u\cdot\boldsymbol\sigma$ with real $u_0,\mathbf u$, so it commutes with $T$ and preserves the form of $T$. The result is

$$D(M_x)=-i\sigma_x,\qquad D(M_y)=-i\sigma_y,\qquad T=-i\sigma_yK .$$

Nothing about the orbitals entered, so the argument covers every separated Kramers pair at $\Gamma$. It also fixes the signs of $\alpha$ and $\beta$. Had $D(M_y)=+i\sigma_y$ been adopted instead, a half-turn of the pseudospin about $x$ would connect the conventions and reverse the sign of $\alpha$ alone.

## Elimination of ten terms

Time reversal requires $TH(\mathbf k)T^{-1}=H(-\mathbf k)$. For the linear part this reads

$$\sum_i c_ik_i-\sum_{ij}A_{ij}k_i\sigma_j=-\sum_i c_ik_i-\sum_{ij}A_{ij}k_i\sigma_j ,$$

hence $c_i=0$ and nine terms remain. This step is needed: the mirrors by themselves would admit $c_zk_z$, since $k_z$ is unchanged by both.

A mirror requires $D\,H(\mathbf k)\,D^{-1}=H(M\mathbf k)$. The wavevector is a polar vector, so its component along the mirror normal reverses. Conjugation by $-i\sigma_x$ keeps $\sigma_x$ and reverses the other two, as for an axial vector. The signs are

- under $M_x$: $(k_x,k_y,k_z)\to(-,+,+)$ and $(\sigma_x,\sigma_y,\sigma_z)\to(+,-,-)$;
- under $M_y$: $(k_x,k_y,k_z)\to(+,-,+)$ and $(\sigma_x,\sigma_y,\sigma_z)\to(-,+,-)$.

A term $k_i\sigma_j$ survives if its two signs agree. $M_x$ leaves $k_x\sigma_y$, $k_x\sigma_z$, $k_y\sigma_x$ and $k_z\sigma_x$. Under $M_y$ the signs of $k_x\sigma_y$ are $(+,+)$ and those of $k_y\sigma_x$ are $(-,-)$, so both remain. Those of $k_x\sigma_z$ and $k_z\sigma_x$ are $(+,-)$, so both vanish. With $\alpha=A_{xy}$ and $\beta=A_{yx}$, this is the stated Hamiltonian.

Each survivor is invariant by itself, so symmetry neither removes one nor ties it to the other. The twofold axis adds no condition, because it is the product of the mirrors. If the mirrors are lost and the twofold axis is kept, the terms $k_x\sigma_x$, $k_x\sigma_y$, $k_y\sigma_x$, $k_y\sigma_y$ and $k_z\sigma_z$ are allowed: five coefficients. If instead a fourfold axis is added, a quarter turn takes $(k_x,k_y)$ to $(-k_y,k_x)$, $\sigma_x$ to $\sigma_y$ and $\sigma_y$ to $-\sigma_x$. The invariance condition becomes

$$-\alpha k_x\sigma_x+\beta k_y\sigma_y=-\alpha k_y\sigma_y+\beta k_x\sigma_x ,$$

so $\beta=-\alpha$ and one coefficient is left.

## The polar direction

The absence of a splitting along $k_z$ holds beyond first order. On the line $k_x=k_y=0$ both glides leave $\mathbf k$ unchanged. Their two products differ by a translation along $x$, whose phase is 1 because $k_x=0$, so they still anticommute. If $\psi$ has eigenvalue $\mu$ under $M_x$, then

$$M_x(M_y\psi)=-M_yM_x\psi=-\mu\,(M_y\psi).$$

Since $\mu\neq0$, $M_y\psi$ is a different state, orthogonal to $\psi$, with the same energy. The degeneracy therefore holds at every $k_z$ on this line.

## Splitting and pseudospin pattern

Squaring $H_1$ gives

$$H_1^2=\alpha^2k_x^2+\beta^2k_y^2+\alpha\beta k_xk_y(\sigma_y\sigma_x+\sigma_x\sigma_y)=\alpha^2k_x^2+\beta^2k_y^2 .$$

$H_1$ has zero trace, so its eigenvalues are plus and minus the root of this number, which proves the formula for $\Delta E$.

Written as $H_1=\mathbf b\cdot\boldsymbol\sigma$ with $\mathbf b=(\beta k_y,\alpha k_x,0)$, the Hamiltonian aligns the upper state's pseudospin with $\mathbf b$. For $\mathbf k=k(\cos\varphi,\sin\varphi,0)$ the angle $\theta$ of $\mathbf b$ changes at the rate

$$\frac{d\theta}{d\varphi}=\frac{b_xb_y'-b_yb_x'}{b^2}=-\frac{\alpha\beta}{\beta^2\sin^2\varphi+\alpha^2\cos^2\varphi},$$

where primes denote $d/d\varphi$. The pseudospin turns once against the sense of $\mathbf k$ if $\alpha\beta>0$, and once with it if $\alpha\beta<0$. If one coefficient happens to vanish, the pseudospin axis is the same for all $\mathbf k$ in this linear model.

An equivalent form is

$$H_1=\lambda_R(k_x\sigma_y-k_y\sigma_x)+\lambda_D(k_x\sigma_y+k_y\sigma_x),\qquad \lambda_R=\frac{\alpha-\beta}{2},\quad\lambda_D=\frac{\alpha+\beta}{2},$$

a Rashba and a Dresselhaus part. They are two combinations of the same two coefficients.

## From pseudospin to electron spin

The true spin components, in units of $\hbar/2$, are odd under $T$ and transform under the mirrors with the same signs as $\sigma_x,\sigma_y,\sigma_z$. These three sign patterns differ from one another, so each spin component projects on a single Pauli matrix:

$$S_j=s_j\sigma_j .$$

The factors $s_j$ depend on the pair and may be negative. For weak spin-orbit coupling the pair is one orbital times spin up and down. If the orbital has parities $\chi_x,\chi_y=\pm1$ under the glides, then $D(M_x)=-i\chi_x\sigma^{\rm s}_x$ and $D(M_y)=-i\chi_y\sigma^{\rm s}_y$. The pseudospin axes are then the spin axes with signs $(\chi_x,\chi_y,\chi_x\chi_y)$, which are the limits of $(s_x,s_y,s_z)$.

The spin of the upper state is along $(s_x\beta k_y,\,s_y\alpha k_x,0)$. If $s_xs_y<0$, the true spin winds in the opposite sense to the pseudospin, and a pattern that is Dresselhaus-like in pseudospin is Rashba-like in spin. Energies are unaffected.

## What makes the coefficients nonzero

**Spin-orbit coupling.** Without it, mm2 has one-dimensional orbital representations, so a separated level has a single orbital that can be chosen real. The mean of $\mathbf p$ in a real function is zero, $\Pi_i$ vanishes, and so do $\alpha$ and $\beta$.

**Absence of inversion.** In a centrosymmetric crystal the pair at $\Gamma$ has a definite parity, while $\boldsymbol\pi$ is odd; its projection is zero. For two polar crystals that are inversion images, each state has an image with $\Pi_i\to-\Pi_i$. The glide shifts change by lattice translations, so the mirror matrices stay the same, and $(\alpha,\beta)\to(-\alpha,-\beta)$. If the inversion-odd part of the potential is scaled by $u$ and the pair stays separate from all others as $u$ passes through zero, both coefficients are odd in $u$. For small $u$ they are therefore proportional to $u$, unless the linear term happens to vanish.

## Test on a crystal with these glides

A plane-wave crystal with $Pca2_1$ symmetry was diagonalized. Its atom positions are schematic and its spin-orbit strength is enlarged, so it tests structure and not the magnitudes of hafnia. The numbers below belong to a basis of 125 plane waves, which has the full symmetry but is not converged: with 343, 515 and 739 plane waves the seventh pair's $\alpha$ becomes $-0.0009$, $0.0037$ and $0.0048$ eV nm and its $\beta$ becomes $0.0067$, $0.0149$ and $0.0151$ eV nm. The digits serve only to compare two routes within one basis. In twelve pairs the largest forbidden coefficient was $6\times10^{-15}$ eV nm, which is rounding error. The seventh pair has $\alpha=0.005513$ and $\beta=0.020797$ eV nm. Along $(\cos30^\circ,\sin30^\circ,0.5)$ the formula gives

$$\frac{\Delta E}{k}=2\sqrt{(0.005513\times0.8660)^2+(0.020797\times0.5)^2}=0.02288\ \text{eV nm},$$

with $k$ the in-plane wavevector. Energy differences give the same value, so the $k_z$ component adds nothing at first order in $\mathbf k$.

The ratio $\beta/\alpha$ runs from $-4.8$ to $36$ over the pairs, so no common ratio exists. The ends of this range move strongly with the basis (from $-8$ to $27$ with 739 plane waves), but the spread remains. At $k_z=1$ nm$^{-1}$ on the polar line the splittings are zero to rounding; an added set of atoms that breaks the mirrors but keeps the twofold screw axis raises the largest to 61 meV (60 and 67 meV with 343 and 515 plane waves). For the lowest pair, doubling a small inversion-odd potential multiplies $\alpha$ and $\beta$ by 2.000.

The seventh pair has spin factors $(-0.82,\,0.85,\,-0.96)$. Their signs match an orbital odd under $M_x$ and even under $M_y$. Here $s_xs_y<0$, so spin and pseudospin wind oppositely.

## Worked example

Take $\alpha=0.060$ eV nm, $\beta=0.050$ eV nm, $m_x=0.8\,m_e$ and $m_y=1.0\,m_e$. These are round model values, and the pair is not claimed to be the band edge. Then $\lambda_R=0.005$ and $\lambda_D=0.055$ eV nm. At $k=0.5$ nm$^{-1}$ the splitting is $2(0.060)(0.5)=0.060$ eV along $x$ and 0.050 eV along $y$. At $30^\circ$ from $x$,

$$\Delta E=2(0.5)\sqrt{(0.060\times0.8660)^2+(0.050\times0.5)^2}=0.0577\ \text{eV},$$

and the upper pseudospin lies at $\arctan(0.05196/0.02500)=64.3^\circ$ from $x$.

At second order, time reversal forbids spin terms and the mirrors forbid $k_xk_y$, so the in-plane kinetic energy has two masses. With $\alpha k_x=r\cos\eta$ and $\beta k_y=r\sin\eta$, the lower branch is

$$E_-=g(\eta)\,r^2-r,\qquad g=\frac{\hbar^2\cos^2\eta}{2m_x\alpha^2}+\frac{\hbar^2\sin^2\eta}{2m_y\beta^2}.$$

It is lowest in $r$ at $r=1/(2g)$, where $E_-=-1/(4g)$. Since $g$ is linear in $\cos^2\eta$, its extremes lie on the axes, with energies $-m_x\alpha^2/2\hbar^2$ and $-m_y\beta^2/2\hbar^2$. Using $\hbar^2/m_e=0.0762$ eV nm$^2$,

$$\frac{0.8(0.060)^2}{2(0.0762)}=0.0189\ \text{eV},\qquad\frac{1.0(0.050)^2}{2(0.0762)}=0.0164\ \text{eV}.$$

The minima are on the $x$ axis at $k_x=\pm m_x\alpha/\hbar^2=\pm0.63$ nm$^{-1}$. The points $k_y=\pm0.66$ nm$^{-1}$ are saddles, since there $E_-$ is lowest in $r$ but highest in $\eta$. They lie 2.5 meV above the minima, against a thermal energy of 26 meV at 300 K, so carriers spread around the whole ring. The thermal energy also exceeds the 19 meV depth of the minima, so carriers occupy the states inside and outside the ring as well.

## Range of validity and real films

The linear form needs small $k$. If $\sin(k_xa)/a$ stands in for $k_x$, the relative correction $(k_xa)^2/6$ is 2% at the minimum. A neighbouring pair 0.2 eV away matters more. If its coupling $Qk$ supplied the whole kinetic energy, $Q^2k^2/\Delta=\hbar^2k^2/2m_x$ with $\Delta$ the gap, the lowest-order admixture $Q^2k^2/\Delta^2$ would be 9% at the minimum and 13% at the thermal wavevector, where $\hbar^2k^2/2m_x$ equals the thermal energy. Both are estimates of size, and low ones for a typical carrier: because the lower branch is lowest on a ring, the Boltzmann mean of the in-plane wavevector at 300 K is about 1.0 nm$^{-1}$. At that wavevector along $x$ the same formulas give an admixture near 24% and, with $a=0.52$ nm, a cubic correction near 4.5%.

Real hafnia capacitors use thin, usually polycrystalline films, often with other phases present, and they are insulators with few band carriers. The coefficients above are round inputs, not values derived for hafnia, and the assumed mobility of 10 cm$^2$/Vs is also only a round value. The assumption of sharp states is strongly broken. With $\tau=m_x\mu/e=4.55$ fs, the collision broadening $\hbar/\tau$ is 145 meV, 2.4 times the 60 meV splitting at $k=0.5$ nm$^{-1}$, 1.9 times the 76 meV splitting at the minimum and 1.3 times the thermal mean splitting of about 110 meV, so transport would hardly resolve the two branches; a lower mobility makes this worse. The broadening also exceeds the thermal energy, so the band picture behind this lifetime is itself doubtful and the number shows only the scale of the problem. A field of 1 MV/cm along the polarization, with a rough value of 30 for the permittivity, induces a further 2.6 µC/cm$^2$. That is 13% of 20 µC/cm$^2$, a rough value for a polycrystalline film; inside a single domain the polarization is larger and the relative change smaller. The change of $\alpha$ and $\beta$ does not follow from this number, because their proportionality to the inversion-odd potential was derived only for a small one. Such a field keeps both mirrors, so the two-coefficient form stands. A shear strain that breaks them admits further terms. The numerical output lists the inputs of these estimates.

## Table of computed values

```
SYMMETRY COUNT (12 candidate terms)
left by time reversal alone: 9
left by both mirrors without time reversal: 3
left by time reversal and Mx: 4
left by time reversal, Mx and My: 2 ['kx*sigma_y', 'ky*sigma_x']
left by time reversal and twofold axis only: 5
PLANE-WAVE Pca2_1 TEST CRYSTAL
cell edges (nm): [0.52 0.5  0.51]  plane waves: 125
spin-orbit strength: 5.0e-04 nm^2; pairs tested: 12
largest forbidden coefficient: 5.7e-15 eV nm
pair shown, counted from lowest: 7
its alpha: 0.005513 eV nm
its beta: 0.020797 eV nm
its spin factors s_x, s_y, s_z: [-0.8187  0.8478 -0.9558]
splitting/k from energies: 0.022884 eV nm
splitting/k from alpha, beta: 0.022884 eV nm
beta/alpha over the pairs: -4.793 to 36.473
largest splitting at kz = 1/nm, mm2: 1.4e-13 eV
same with mirrors removed: 6.108e-02 eV
largest coefficient, centrosymmetric: 3.6e-14 eV nm
largest coefficient, no spin-orbit: 6.1e-15 eV nm
growth of alpha, beta when odd potential doubles: [1.9998 2.0001]
WORKED EXAMPLE (round parameters)
alpha, beta: 0.060, 0.050 eV nm
masses x, y, z: 0.8, 1.0, 1.0 m_e
hbar^2/m_e: 0.07620 eV nm^2
Rashba, Dresselhaus parts: 0.005, 0.055 eV nm
reference k: 0.5 1/nm; angle from x: 30 deg
splitting along x: 60.00 meV
splitting along y: 50.00 meV
splitting at the angle: 57.66 meV
upper pseudospin angle from x: 64.31 deg
winding, equal signs: -1; opposite: 1
minimum on x: k = 0.6299 1/nm, depth 18.90 meV
saddle on y: k = 0.6562 1/nm, depth 16.40 meV
EFFECTS LEFT OUT (rough sizes)
thermal energy at 300 K: 25.85 meV
thermal wavevector along x: 0.737 1/nm
assumed mobility: 10 cm2/Vs; lifetime 4.55 fs
collision broadening: 145 meV
(k a)^2/6 at minimum, thermal k: 0.018, 0.024
assumed gap to neighbouring pair: 0.2 eV
mixing at minimum, thermal k: 0.094, 0.129
carrier density: 1e+18 cm^-3; band: 2.24e+19 cm^-3
density ratio (degeneracy): 0.045
field: 1.0 MV/cm; relative permittivity: 30
assumed, induced polarization: 20.0, 2.57 uC/cm2
relative change of polarization: 0.128
```
